# The free-propagator Ward identity and gauge invariance of tree Compton scattering, part 2

We study tree-level \(e(p)+\gamma(k,\epsilon)\to e(p')+\gamma(k',\epsilon')\) with \(\hbar=c=1\), energies in MeV, metric \((+,-,-,-)\), \(\not a=a_\mu\gamma^\mu\). The propagator is \(S(p)=i(\not p-m)^{-1}\), or \(S_M\) for mass \(M\). Spinors obey \((\not p-m)u=0\), \(\bar u'(\not p'-m)=0\), \(\bar uu=2m\); \(J^\nu=\bar u'\gamma^\nu u\). The amplitude is \(\mathcal M=ie^2\epsilon_\mu\epsilon'^*_\nu T^{\mu\nu}\), where \(T^{\mu\nu}=\bar u'\Gamma^{\mu\nu}u\) sums
\[
T_s^{\mu\nu}=\bar u'\gamma^\nu S(p+k)\gamma^\mu u,\qquad T_u^{\mu\nu}=\bar u'\gamma^\mu S(p-k')\gamma^\nu u .
\]

Earlier results:
\[
(\not p+m)\gamma^\mu u=[2p^\mu-\gamma^\mu(\not p-m)]u=2p^\mu u, \tag{1}
\]
\[
\not q=(\not p+\not q-m)-(\not p-m)=iS^{-1}(p+q)-iS^{-1}(p). \tag{2}
\]
\[
S(p+q)\not qS(p)=i[S(p)-S(p+q)]. \tag{3}
\]
Identity (3) has modified forms for unequal masses and for \(i\eta\) in the denominator alone. With external propagators attached, it telescopes to
\[
S(p')k_\mu\Gamma^{\mu\nu}S(p)=i[S(p'-k)\gamma^\nu S(p)-S(p')\gamma^\nu S(p+k)].
\]
\[
k_\mu\Gamma^{\mu\nu}=i[S^{-1}(p')S(p'-k)\gamma^\nu-\gamma^\nu S(p+k)S^{-1}(p)]. \tag{5}
\]
\[
k_\mu T_s^{\mu\nu}=+iJ^\nu,\qquad k_\mu T_u^{\mu\nu}=-iJ^\nu,\qquad k_\mu T^{\mu\nu}=0. \tag{6}
\]
\[
k'_\nu T_s^{\mu\nu}=+iJ^\mu,\qquad k'_\nu T_u^{\mu\nu}=-iJ^\mu,\qquad k'_\nu T^{\mu\nu}=0. \tag{7}
\]
Under \(\epsilon\to\epsilon+\lambda k\),
\[
\Delta\mathcal M_s/e^2=i\lambda\,(iJ^\nu)\epsilon'^*_\nu=-\lambda\,\bar u'\not\epsilon'^*u=-\Delta\mathcal M_u/e^2. \tag{8}
\]
Real-photon polarization sums in the full \(|\mathcal M|^2\) may use \(-g^{\mu\nu}\).

Part (c) seeks \(\mathcal M_s,\mathcal M_u,\mathcal M\) before and after a shift with \(\lambda=0.5\) MeV\(^{-1}\). An electron at rest (\(m=0.510999\)) scatters a photon, \(\omega=1\) along \(z\), through \(\theta=60^\circ\) in the \(xz\) plane. Both spins are up along \(z\) in their electrons' rest frames; \(\epsilon=(0,1,0,0)\), \(\epsilon'=(0,\cos\theta,0,-\sin\theta)\). The Compton relation \(m(\omega-\omega')=\omega\omega'(1-\cos\theta)\) gives \(\omega'=0.505440\) and
\[
p'=(E',\mathbf p')=(1.005559,\,-0.437724,\,0,\,0.747280)\ \text{MeV}.
\]
The denominators are \(D_s=(p+k)^2-m^2=2m\omega\) and \(D_u=(p-k')^2-m^2=-2m\omega'\).

Part (d) seeks \(k_\mu T^{\mu\nu}\) for internal mass \(M=1.1\,m\), external mass \(m\).

First estimates, compared below: constant \(i\) in (3) from first order in \(q\); contractions \(\pm iJ^\nu\), dropping \(\not k\) in numerators for \(\omega\ll m\); \(J^0\approx2m\), \(\mathbf J\sim\mathbf p'\), ignoring spin; \(\Delta\mathcal M_s/e^2\approx-0.433\); \(\mathcal M_s/e^2,\mathcal M_u/e^2\sim1\); and, for (d), \(k_\mu T^{\mu0}\approx0.156\,i\) MeV.

### (c) The worked case

In the Dirac representation \(\gamma^0=\mathrm{diag}(1,-1)\), and \(\gamma^i\) maps a pair of two-spinors \((a,b)\) to \((\sigma^ib,-\sigma^ia)\). Let \(\chi\) be spin up and \(\zeta\) spin down, so \(\sigma^1\chi=\zeta\), \(\sigma^2\chi=i\zeta\), \(\sigma^3\zeta=-\zeta\). The spinor \((\not p+m)(\chi,0)/\sqrt{E+m}\) solves the Dirac equation because \((\not p-m)(\not p+m)=0\) on shell, and it gives
\[
u=\sqrt{2m}\,(\chi,0),\qquad \bar u'=\left(\sqrt{E'+m}\,\chi^\dagger,\ -\frac{\chi^\dagger\boldsymbol\sigma\cdot\mathbf p'}{\sqrt{E'+m}}\right).
\]
Define \(c=\sqrt{2m/(E'+m)}\). With \(E'+m=1.516558\) MeV, \(c=\sqrt{1.021998/1.516558}=0.820910\). Since \(\gamma^0u=u\) and \(\gamma^iu=\sqrt{2m}\,(0,-\sigma^i\chi)\),
\[
J^0=\sqrt{2m(E'+m)}=\frac{2m}c,\qquad J^i=c\,\chi^\dagger\,\boldsymbol\sigma\cdot\mathbf p'\,\sigma^i\chi .
\]
For \(p'_y=0\), \(\chi^\dagger\boldsymbol\sigma\cdot\mathbf p'=p'_z\chi^\dagger+p'_x\zeta^\dagger\). Acting on \(\zeta\), \(i\zeta\) and \(\chi\) this yields \(J^1=cp'_x\), \(J^2=icp'_x\), \(J^3=cp'_z\), so
\[
J=(1.244958,\ -0.359332,\ -0.359332\,i,\ 0.613450)\ \text{MeV}.
\]
Since \(\boldsymbol\sigma\cdot\mathbf p'\,\sigma^i=p'^i+i(\boldsymbol\sigma\times\mathbf p')^i\) and \(\chi^\dagger\boldsymbol\sigma\chi=\hat{\mathbf z}\), this is \(\mathbf J=c\,[\mathbf p'+i\,\hat{\mathbf z}\times\mathbf p']\). The components \(J^1\) and \(J^3\) are the spin-independent part \(c\,\mathbf p'\), which equals density times mean velocity, \(J^0\mathbf p'/2m=\mathbf p'/c\), only in the limit \(c\to1\). The imaginary \(J^2\), perpendicular to \(\mathbf p'\), is the spin term. The contractions computed numerically from matrix-inverted propagators are \(k_\mu T_s^{\mu0}=+1.244958\,i\) MeV and \(k_\mu T_u^{\mu0}=-1.244958\,i\) MeV, and likewise \(\pm iJ^\nu\) for the other components. The norms of the sums are \(3\times10^{-16}\) MeV for \(k\) and \(6\times10^{-16}\) MeV for \(k'\), the size of double-precision rounding on terms of order 1 MeV.

For the amplitudes, \(\epsilon\cdot p=\epsilon'\cdot p=0\), so (1) removes \(\not p+m\) from both numerators. The factor \(i\) in \(\mathcal M\) and the \(i\) in \(S\) combine to \(-1\), and in the \(u\) diagram the sign of \(-\not k'\) cancels that of \(D_u\):
\[
\frac{\mathcal M_s}{e^2}=-\frac{\bar u'\not\epsilon'\not k\not\epsilon u}{2m\omega},\qquad \frac{\mathcal M_u}{e^2}=-\frac{\bar u'\not\epsilon\not k'\not\epsilon'u}{2m\omega'} .
\]
A purely spatial \(\not\epsilon=-\boldsymbol\epsilon\cdot\boldsymbol\gamma\) maps \((a,b)\) to \((-\boldsymbol\sigma\cdot\boldsymbol\epsilon\,b,\ \boldsymbol\sigma\cdot\boldsymbol\epsilon\,a)\).

In the \(s\) diagram, \(\not\epsilon(\chi,0)=(0,\zeta)\). Next \(\not k=\omega(\gamma^0-\gamma^3)\) gives \(\omega(-\sigma^3\zeta,-\zeta)=\omega(\zeta,-\zeta)\). Finally \(\not\epsilon'\) gives \(\omega(\xi,\xi)\) with \(\xi=\boldsymbol\sigma\cdot\boldsymbol\epsilon'\zeta=\cos\theta\,\chi+\sin\theta\,\zeta\). Closing with \(\bar u'\),
\[
\bar u'\not\epsilon'\not k\not\epsilon u=\omega[J^0\cos\theta-c(p'_z\cos\theta+p'_x\sin\theta)].
\]
The round bracket is \(\mathbf p'\cdot\hat{\mathbf k}'=\omega\cos\theta-\omega'\), and \(J^0=c(E'+m)=c(2m+\omega-\omega')\). The terms in \(\omega\cos\theta\) cancel, leaving \(c[2m\cos\theta+\omega'(1-\cos\theta)]\). With \(r=\omega'/\omega\), the Compton relation gives \(\omega'(1-\cos\theta)/m=1-r\), so
\[
\frac{\mathcal M_s}{e^2}=-c\left[\cos\theta+\frac{1-r}2\right]=-0.820910\times(0.5+0.247280)=-0.613450 .
\]
These digits repeat those of \(J^3\). The reason is that \(J^3/\omega=c(1-r\cos\theta)\), and at \(\cos\theta=\tfrac12\) both brackets equal \(1-r/2\).

In the \(u\) diagram, \(\not\epsilon'(\chi,0)=(0,\xi')\) with \(\xi'=\boldsymbol\sigma\cdot\boldsymbol\epsilon'\chi=\cos\theta\,\zeta-\sin\theta\,\chi\). Then \(\not k'\) gives \(\omega'(-\boldsymbol\sigma\cdot\hat{\mathbf k}'\xi',-\xi')\). With \(\boldsymbol\sigma\cdot\hat{\mathbf k}'=\sin\theta\,\sigma^1+\cos\theta\,\sigma^3\), the \(\chi\) terms cancel and \(\boldsymbol\sigma\cdot\hat{\mathbf k}'\xi'=-(\cos^2\theta+\sin^2\theta)\zeta=-\zeta\), so the result is \(\omega'(\zeta,-\xi')\). Then \(\not\epsilon\) gives \(\omega'(\sigma^1\xi',\chi)\), with \(\chi^\dagger\sigma^1\xi'=\cos\theta\). Closing with \(\bar u'\) yields \(\omega'[J^0\cos\theta-cp'_z]\). Inserting \(p'_z=\omega-\omega'\cos\theta\), the terms in \(\omega'\cos\theta\) cancel and the bracket is \(c[2m\cos\theta-\omega(1-\cos\theta)]\). With \(\omega(1-\cos\theta)/m=1/r-1\) and \(1/r=1.978476\),
\[
\frac{\mathcal M_u}{e^2}=-c\left[\cos\theta-\frac{1/r-1}2\right]=-0.820910\times(0.5-0.489238)=-0.008835 .
\]
The sum is \(\mathcal M/e^2=-0.622284\), where the last digit comes from the unrounded terms.

For the shift, \(\bar u'\not\epsilon'u=-\boldsymbol\epsilon'\cdot\mathbf J=-c\,\boldsymbol\epsilon'\cdot\mathbf p'=c\,\omega\sin\theta=0.710929\) MeV, since \(\boldsymbol\epsilon'\) has no \(y\) component. By (8), \(\Delta\mathcal M_s/e^2=-0.5\times0.710929=-0.355464\), and
\[
\frac{\mathcal M_s}{e^2}\to-0.968914,\qquad\frac{\mathcal M_u}{e^2}\to+0.346630,\qquad\frac{\mathcal M}{e^2}\to-0.622284 .
\]
The \(u\) diagram changes sign and grows about forty times in magnitude while the sum stays fixed, so the share of each diagram depends on the gauge and has no physical meaning.

Averaging over the two initial spins and two initial polarizations and summing over the final ones, \(\overline{|\mathcal M|^2}/e^4=3.467830\) both with transverse polarization vectors and with the \(-g\) replacement. For the \(s\) diagram alone the two procedures give \(3.946306\) (with the vectors orthogonal to \(p\)) and \(2.555117\). The Klein–Nishina expression \(2[r+1/r-\sin^2\theta]=2[0.505440+1.978476-0.75]=3.46783\) agrees with the full result. It is not derived here; it serves as an outside comparison for the normalization, and no step above rests on it.

### (d) A mismatched internal mass

Write \(\not k=(\not p+\not k-M)-(\not p-m)+(M-m)\) next to \(u\), and \(\not k=(\not p'-m)-(\not p'-\not k-M)-(M-m)\) next to \(\bar u'\). The Dirac equation removes the brackets containing \(m\), and \(S_M\) times its own bracket is \(i\):
\[
S_M(p+k)\not ku=iu+(M-m)S_M(p+k)u,\qquad\bar u'\not kS_M(p'-k)=-i\bar u'-(M-m)\bar u'S_M(p'-k).
\]
The terms \(\pm iJ^\nu\) cancel as before, and
\[
k_\mu T^{\mu\nu}=(M-m)\,\bar u'[\gamma^\nu S_M(p+k)-S_M(p'-k)\gamma^\nu]u .
\]
The denominators are now \(D_s-\delta\) and \(D_u-\delta\) with \(\delta=M^2-m^2\), and the numerators reduce to \((m+M+\not k)u\) and \(\bar u'(m+M-\not k)\). For \(\nu=0\), \(\gamma^0u=u\) gives \(\bar u'\not k\gamma^0u=k\cdot J=\omega(J^0-J^3)\). Anticommuting, \(\gamma^0\not k=2\omega-\not k\gamma^0\), and \(\bar u'u=J^0\), so \(\bar u'\gamma^0\not ku=\omega(J^0+J^3)\). Then
\[
k_\mu T^{\mu0}=i(M-m)\left[\frac{(m+M)J^0+\omega(J^0+J^3)}{D_s-\delta}+\frac{(m+M)J^0-\omega(J^0-J^3)}{|D_u|+\delta}\right].
\]
With \(M=0.562099\) MeV, \(M-m=0.051100\) MeV, \(m+M=1.073098\) MeV, \(\delta=0.054835\) MeV\(^2\) and \((m+M)J^0=1.33596\) MeV\(^2\),
\[
\frac{1.33596+1.85841}{0.967163}+\frac{1.33596-0.63151}{0.571393}=3.3028+1.2329=4.5357,
\]
and \(k_\mu T^{\mu0}=0.051100\times4.5357\,i=0.2318\,i\) MeV, in agreement with the direct numerical value \(0.231773\,i\) MeV.

The numerical check tests the polynomial form of (3) symbolically; (3), its two modified forms, the telescoped relation and (5) at random off-shell momenta; the separate contractions in (6) and (7) with virtual photons; and invariance under complex shifts of both polarizations for all spin and polarization states of the example.

## Comparison

The constant \(i\) obtained at first order in \(q\) holds at finite \(q\). The reason is that \(S^{-1}\) is linear in momentum, so (2) has no higher terms, and the finite-\(q\) dependence is carried by evaluating one of the two propagators at \(p+q\).

The soft-photon values \(\pm iJ^\nu\) coincide with (6), although \(\omega/m\approx2\) gave no reason to expect this. The dropped numerator term in \(T_s\) is \(\not k\gamma^\mu\), whose contraction is \(\not k\not k=k^2=0\) for a real photon. For a virtual photon the full contracted numerator is \(2p\cdot k+k^2\), which equals the denominator \((p+k)^2-m^2\); in \(T_u\) it is \(2p'\cdot k-k^2\), the negative of \((p'-k)^2-m^2\). Power counting bounds the size of the dropped term in \(T^{\mu\nu}\) and does not see that it is annihilated by \(k_\mu\). The same term carries the whole of \(\mathcal M_s\) when \(\epsilon\cdot p=0\).

The errors in the size of the current come from the single factor \(c\). The estimate \(2m=1.022\) MeV for \(J^0=2m/c=1.245\) MeV is low by 18% of the exact value, and the estimate \(0.433\) for the shift \(\lambda c\,\omega\sin\theta=0.355\) is high by 22% of the exact value. Since \(c^{-2}=1+(\omega-\omega')/2m\), both errors are governed by the recoil energy over \(2m\) and vanish as \(\omega/m\to0\). The ignored spin term is as large as \(J^1\), as expected, but it points along \(y\) and does not couple to the in-plane \(\epsilon'\).

The estimate of order unity suits \(\mathcal M_s/e^2=-0.61\) and fails for \(\mathcal M_u/e^2=-0.0088\). The closed form shows why: the bracket vanishes at \(\omega(1-\cos\theta)=2m\cos\theta\), which at \(60^\circ\) is \(\omega=2m=1.022\) MeV, close to the chosen energy. For \(\omega\ll m\), where \(r\to1\) and \(c\to1\), each diagram tends to \(-\cos\theta\) in this gauge and the estimate holds away from \(\theta=90^\circ\).

For the mismatched mass the estimate \(0.156\,i\) MeV has the right phase and is low by 33% of the exact \(0.232\,i\) MeV. Here the \(\not k\) terms are not contracted with a second \(\not k\) and survive. They contribute \(+0.098\,i\) MeV in the \(s\) diagram and \(-0.056\,i\) MeV in the \(u\) diagram, together \(0.042\,i\) of the missing \(0.076\,i\) MeV. The rest comes from the soft values used for \((m+M)J^0\) and for the denominators. The estimate is recovered from the exact formula when \(\omega\ll m\) and, in addition, \(\delta\ll 2m\omega'\), so that the shifted denominators may be replaced by the original ones.

## Numbers as computed

```
m = 0.510999 MeV
omega = 1.000000 MeV, theta = 60.0 deg
omega' = 0.505440 MeV
k' = (0.505440, 0.437724, 0.000000, 0.252720) MeV
p' = (1.005559, -0.437724, 0.000000, 0.747280) MeV
(p+k)^2-m^2 = 1.021998 MeV^2
(p-k')^2-m^2 = -0.516558 MeV^2
E'+m = 1.516558 MeV, c = 0.820910 (dimensionless)
J^0 = +1.244958 +0.000000i MeV
J^1 = -0.359332 +0.000000i MeV
J^2 = +0.000000 -0.359332i MeV
J^3 = +0.613450 +0.000000i MeV
nu=0: k.Ts = +0.000000 +1.244958i, k.Tu = +0.000000 -1.244958i MeV
nu=1: k.Ts = +0.000000 -0.359332i, k.Tu = +0.000000 +0.359332i MeV
nu=2: k.Ts = +0.359332 +0.000000i, k.Tu = -0.359332 +0.000000i MeV
nu=3: k.Ts = +0.000000 +0.613450i, k.Tu = +0.000000 -0.613450i MeV
|k.T| = 3.2e-16 MeV, |T.k'| = 6.1e-16 MeV
ubar' eps'slash u = 0.710929 MeV
lambda = 0.50 MeV^-1; amplitudes below are dimensionless
lab gauge: Ms/e^2 = -0.613450, Mu/e^2 = -0.008835, M/e^2 = -0.622284
shifted:   Ms/e^2 = -0.968914, Mu/e^2 = 0.346630, M/e^2 = -0.622284
shift of Ms/e^2 = -0.355464, of Mu/e^2 = 0.355464
internal mass M = 0.562099 MeV (M/m = 1.10)
  M != m, nu=0: k.T = +0.000000 +0.231773i MeV
  M != m, nu=1: k.T = +0.000000 -0.105978i MeV
  M != m, nu=2: k.T = +0.105978 +0.000000i MeV
  M != m, nu=3: k.T = +0.000000 +0.135365i MeV
omega'/omega = 0.505440, omega/omega' = 1.978476, sin^2 = 0.750000
avg |M|^2/e^4, physical polarizations = 3.467830
avg |M|^2/e^4, -g sums = 3.467830
Klein-Nishina value = 3.467830
s diagram alone: physical = 3.946306, -g sums = 2.555117
```
